# Elliott-Yafet Spin Relaxation in the Kane Model and Its Limits, part 1

(Sections cited here and not found follow in the second part.)

## 1. Spin-mixed band states and the scattering amplitude

Suppose that the conduction electrons of a semiconductor were in pure spin states. An ordinary impurity potential contains no spin operator, so it could turn the momentum of an electron but never its spin, and a spin polarization would survive any number of collisions. The obvious repair also fails. Spin-orbit coupling in the valence bands mixes some opposite spin into each conduction state, and one might take the weight of this admixture as the probability of a spin flip per collision. For the narrow-gap model treated below, at an energy of 20 meV and with isotropic scattering, that guess is too large by a factor of about fifteen: averaged over the directions of motion, the weight is seven times the ratio of the spin relaxation rate to the momentum relaxation rate, and the flip rate is only half the spin relaxation rate. For a given collision rate, the guess also makes the flip rate linear in the energy near the band edge, where the correct rate is quadratic. To get the rate right one needs the scattering amplitude between two spin-mixed states, including its spin structure.

### The Hamiltonian

A Bloch state is written $\psi_{\mathbf k}=e^{i\mathbf k\cdot\mathbf r}u_{\mathbf k}(\mathbf r)$, with $u_{\mathbf k}$ periodic in the lattice. Acting on $u_{\mathbf k}$, the kinetic energy produces the extra terms $\hbar\mathbf k\cdot\mathbf p/m_0+\hbar^2k^2/2m_0$, where $m_0$ is the free-electron mass. The bulk Kane model keeps eight band-edge functions: an s-like function $|S\rangle$ and three p-like functions $|R_j\rangle=|X\rangle,|Y\rangle,|Z\rangle$, each with two spin directions. More remote bands are left out, as is the small spin-orbit term that depends on $\mathbf k$ explicitly. The model is taken to be symmetric under inversion, so $\mathbf p$ has no matrix elements within the s set or within the p set.

The orbital functions are real and $\mathbf p=-i\hbar\nabla$, so the matrix elements of $\mathbf p$ are imaginary. Cubic symmetry then leaves one real constant $P$:

$$\frac{\hbar}{m_0}\langle S|p_j|R_l\rangle=iP\,\delta_{jl}. \tag{1}$$

The zero of energy is the conduction edge. The spin-orbit energy in the p set is $(\Delta/3)\,\mathbf L\cdot\boldsymbol\sigma$, where $\boldsymbol\sigma$ are the Pauli matrices and $\mathbf L$ is the angular momentum of a p level in units of $\hbar$,

$$(L_i)_{jl}=-i\epsilon_{ijl}. \tag{2}$$

With $\mathbf J=\mathbf L+\boldsymbol\sigma/2$ and $L^2=2$, squaring gives $J(J+1)=2+\tfrac34+\mathbf L\cdot\boldsymbol\sigma$. Hence $\mathbf L\cdot\boldsymbol\sigma=1$ for $J=3/2$ and $-2$ for $J=1/2$. The valence block

$$H_v=-E_g-\frac{\Delta}{3}+\frac{\Delta}{3}\,\mathbf L\cdot\boldsymbol\sigma \tag{3}$$

therefore has a level at $-E_g$ for $J=3/2$ and one at $-E_g-\Delta$ for $J=1/2$. Thus $E_g$ is the gap and $\Delta$ the spin-orbit splitting. The projectors on the two levels are

$$\Pi_{3/2}=\frac{2+\mathbf L\cdot\boldsymbol\sigma}{3},\qquad \Pi_{1/2}=\frac{1-\mathbf L\cdot\boldsymbol\sigma}{3}, \tag{4}$$

as one sees by inserting the eigenvalues 1 and $-2$: the first projector gives 1 and 0, the second 0 and 1.

### Eliminating the valence amplitudes

Let the cell function be $|S\rangle\chi+\sum_j|R_j\rangle v_j$, where $\chi$ and the three $v_j$ are two-component spinors. The term $\hbar^2k^2/2m_0$ is the same for all eight functions, so it can be moved to the energy side by defining

$$\varepsilon=E-\frac{\hbar^2k^2}{2m_0}. \tag{5}$$

The s row and the p rows of the eigenvalue equation are

$$\varepsilon\chi=iP\sum_jk_jv_j,\qquad \varepsilon v=H_vv-iP\,\mathbf k\chi. \tag{6}$$

The minus sign in the second equation comes from the complex conjugate of (1). Solving it for $v$, and using the two eigenvalues of $H_v$, gives

$$v=-iP\,G\,\mathbf k\chi,\qquad G=D_8\Pi_{3/2}+D_7\Pi_{1/2}, \tag{7}$$

$$D_8=\frac{1}{E_g+\varepsilon},\qquad D_7=\frac{1}{E_g+\Delta+\varepsilon}. \tag{8}$$

No expansion in $\mathbf k$ has been made. Products such as $\mathbf k'^{T}(\mathbf L\cdot\boldsymbol\sigma)\mathbf k$ now appear repeatedly. From (2),

$$\mathbf k'^{T}(\mathbf L\cdot\boldsymbol\sigma)\mathbf k=\sum_{ijl}k'_j(-i\epsilon_{ijl})\sigma_ik_l=-i\boldsymbol\sigma\cdot(\mathbf k'\times\mathbf k), \tag{9}$$

because $(\mathbf k'\times\mathbf k)_i=\sum_{jl}\epsilon_{ijl}k'_jk_l$. For $\mathbf k'=\mathbf k$ this vanishes. Putting (7) into the s row of (6), where $iP\cdot(-iP)=P^2$, then gives

$$\varepsilon=\frac{P^2k^2}{3}\,(2D_8+D_7). \tag{10}$$

The spinor $\chi$ has dropped out. Any $\chi$ is allowed, so the band is doubly degenerate at every $\mathbf k$. This degeneracy leaves a choice of basis at each $\mathbf k$. I label the two states by $\chi=\uparrow$ and $\chi=\downarrow$ with the same axis for all $\mathbf k$, and call this the aligned basis. The label is the spin of the s part of the state, which differs from the spin of the whole state.

Near the band edge $\varepsilon$ can be dropped in (8). Writing $E=\hbar^2k^2/2m$ then defines the band-edge mass $m$, and (5) with (10) gives

$$\frac{\hbar^2}{2m}\left(1-\frac{m}{m_0}\right)=\frac{P^2}{3}\left(\frac{2}{E_g}+\frac{1}{E_g+\Delta}\right)=\frac{P^2}{3}\,\frac{3E_g+2\Delta}{E_g(E_g+\Delta)}. \tag{11}$$

With the Kane energy $E_P=2m_0P^2/\hbar^2$, multiplication by $2m_0/\hbar^2$ turns this into

$$\frac{m_0}{m}=1+\frac{E_P}{3}\left(\frac{2}{E_g}+\frac{1}{E_g+\Delta}\right). \tag{12}$$

### How much opposite spin is mixed in

Collecting the terms of $G$ with and without $\mathbf L\cdot\boldsymbol\sigma$ gives

$$v=-\frac{iP}{3}\left[(2D_8+D_7)+(D_8-D_7)\,\mathbf L\cdot\boldsymbol\sigma\right]\mathbf k\chi. \tag{13}$$

The first part keeps the spin of $\chi$. The second can reverse it, and it vanishes when the two valence levels coincide. Take $\mathbf k$ along $z$ and $\chi=\uparrow$. From (2), $L_x|Z\rangle=-i|Y\rangle$, $L_y|Z\rangle=i|X\rangle$ and $L_z|Z\rangle=0$. With $\sigma_x\uparrow=\downarrow$ and $\sigma_y\uparrow=i\downarrow$,

$$\mathbf L\cdot\boldsymbol\sigma\,|Z\rangle\!\uparrow\;=-\left(|X\rangle+i|Y\rangle\right)\!\downarrow . \tag{14}$$

The squared norm of the right side is 2. The norm of the whole state is needed as well. Since the projectors are orthogonal, $G^2=D_8^2\Pi_{3/2}+D_7^2\Pi_{1/2}$, and the p part has squared norm

$$P^2\,\mathbf k^TG^2\mathbf k=Ak^2,\qquad A=\frac{P^2}{3}\,(2D_8^2+D_7^2) \tag{15}$$

for a normalized $\chi$. For this direction of $\mathbf k$, the weight of opposite spin in the normalized state is then

$$p_\downarrow=\frac{2}{9}\,\frac{P^2k^2(D_8-D_7)^2}{1+Ak^2}. \tag{16}$$

If $\mathbf k$ makes an angle $\vartheta$ with the spin axis, the squared norm 2 found from (14) becomes $1+\cos^2\vartheta$. The weight is therefore largest for $\mathbf k$ along the axis, and its average over directions is two thirds of (16). At small $k$ this grows as $k^2$, that is, linearly in $E$. To write the coefficient, introduce

$$\eta=\frac{\Delta}{E_g+\Delta}. \tag{17}$$

At the band edge $D_8-D_7=\Delta/[E_g(E_g+\Delta)]$, and (11) gives $P^2k^2/3=(1-m/m_0)\,E\,E_g(E_g+\Delta)/(3E_g+2\Delta)$. Therefore

$$p_\downarrow\simeq\frac{2}{3}\left(1-\frac{m}{m_0}\right)\frac{E\,\Delta^2}{E_g(E_g+\Delta)(3E_g+2\Delta)}=\frac{2}{3}\left(1-\frac{m}{m_0}\right)\frac{E}{E_g}\,\frac{\eta^2}{3-\eta}, \tag{18}$$

where $(3E_g+2\Delta)/(E_g+\Delta)=3-\eta$ was used.

### The matrix element of a smooth potential

Let the scattering potential $V(\mathbf r)$ be spin-independent and smooth on the scale of the unit cell. Its matrix element between two Bloch states contains the product $u^\dagger_{\mathbf k's'}u_{\mathbf ks}$, which is periodic in the lattice and can be expanded in reciprocal-lattice waves. A smooth $V$ has negligible Fourier components at wave vectors as large as a reciprocal-lattice vector. What survives is the constant term of the expansion, which is the average over a cell, or in other words the overlap of the two cell functions:

$$\langle\psi_{\mathbf k's'}|V|\psi_{\mathbf ks}\rangle=V(\mathbf k'-\mathbf k)\,M_{s's}(\mathbf k',\mathbf k),\qquad M_{s's}=\langle u_{\mathbf k's'}|u_{\mathbf ks}\rangle. \tag{19}$$

This step fails for the core region of a heavy impurity, where the potential varies within the cell and brings a spin-orbit term of its own.

For elastic scattering $|\mathbf k'|=|\mathbf k|$, so $\varepsilon$ and $G$ are the same for both states. The s parts contribute $\chi'^\dagger\chi$. In the p parts the factor $-iP$ of (7) meets its conjugate and gives $P^2$, so they contribute $P^2\chi'^\dagger\,\mathbf k'^TG^2\mathbf k\,\chi$. With (4) and (9),

$$P^2\mathbf k'^TG^2\mathbf k=\frac{P^2}{3}\left\{D_8^2\left[2\mathbf k'\!\cdot\mathbf k-i\boldsymbol\sigma\cdot(\mathbf k'\times\mathbf k)\right]+D_7^2\left[\mathbf k'\!\cdot\mathbf k+i\boldsymbol\sigma\cdot(\mathbf k'\times\mathbf k)\right]\right\}. \tag{20}$$

Collecting terms and dividing by the norm $1+Ak^2$ gives

$$M(\mathbf k',\mathbf k)=\frac{1+A\,\mathbf k'\!\cdot\mathbf k-iB\,\boldsymbol\sigma\cdot(\mathbf k'\times\mathbf k)}{1+Ak^2},\qquad B=\frac{P^2}{3}\,(D_8^2-D_7^2). \tag{21}$$

This is the result on which the relaxation rate rests. The two valence levels enter $B$ with opposite signs. They act with equal strength when $\Delta=0$, and the spin-dependent term then cancels.

The term in $B$ is quadratic in $k$, whereas the admixed amplitude in (13) is linear. The reason can be read from the calculation. The potential cannot connect an s part with a p part, because the two are orthogonal within a cell and $V$ is nearly constant there. The s parts overlap without changing spin. A flip must therefore connect the p part of one state with the p part of the other, and each is of first order in $k$. The flip amplitude is thus of second order in $k$, like the admixed weight, and the flip probability is of fourth order. The amplitude and the weight share this power of $k$ but not their size: $B=(P^2/3)(D_8-D_7)(D_8+D_7)$ is linear in $D_8-D_7$, whereas (16) is quadratic in it, so for $\Delta\ll E_g$ the flip amplitude is much larger than the admixed weight.

Two scattering angles give no flip. In the forward direction $\mathbf k'=\mathbf k$ and the two states of the doublet are orthogonal. In the backward direction $\mathbf k'=-\mathbf k$ the cross product vanishes again, and time reversal explains why. Let $T$ be the time-reversal operation, which is antiunitary with $T^2=-1$ and commutes with $V$. Antiunitarity means $\langle\phi|\psi\rangle=\langle T\psi|T\phi\rangle$, so

$$\langle T\psi|V\psi\rangle=\langle TV\psi|TT\psi\rangle=-\langle VT\psi|\psi\rangle=-\langle T\psi|V\psi\rangle=0. \tag{22}$$

The state $T\psi$ has wave vector $-\mathbf k$ and the opposite label, so backscattering with a flip is forbidden. Flips are most favoured by the overlap at a scattering angle near $90^\circ$.

### The spin-dependent amplitude near the band edge

It is convenient to use the dimensionless numbers $\alpha=Ak^2$ and $\beta=Bk^2$. Near the band edge,

$$\beta\simeq\frac{P^2k^2}{3}\left[\frac{1}{E_g^2}-\frac{1}{(E_g+\Delta)^2}\right]=\frac{P^2k^2}{3}\,\frac{\Delta(2E_g+\Delta)}{E_g^2(E_g+\Delta)^2}. \tag{23}$$

The value of $P^2k^2/3$ used in (18) cancels one factor $E_g(E_g+\Delta)$:

$$\beta\simeq\left(1-\frac{m}{m_0}\right)E\,\frac{\Delta(2E_g+\Delta)}{E_g(E_g+\Delta)(3E_g+2\Delta)}. \tag{24}$$

Since $(2E_g+\Delta)/(E_g+\Delta)=2-\eta$, this becomes

$$\beta\simeq\frac{2}{3}\left(1-\frac{m}{m_0}\right)\frac{E}{E_g}\,F,\qquad F=\eta\,\frac{1-\eta/2}{1-\eta/3}. \tag{25}$$

The factor $2/3$ arises from writing $(2-\eta)/(3-\eta)$ as $\tfrac23(1-\eta/2)/(1-\eta/3)$. For weak spin-orbit coupling, $\Delta\ll E_g$, one has $F\simeq\Delta/E_g$. For $\Delta\gg E_g$, $\eta\to1$ and $F\to3/4$: the split-off level is then too far away to cancel the effect of the upper valence level, and a further increase of $\Delta$ changes little.

## 2. From the amplitude to the spin lifetime

The results needed from the first half are these. An electron has energy $E$ above the edge of a conduction band with gap $E_g$, spin-orbit splitting $\Delta$ and band-edge mass $m$. Its two states at each $\mathbf k$ are labelled by the spin of their s part. A smooth elastic scatterer acts between them through the overlap (21). With unit vectors $\hat{\mathbf k}$, scattering angle $\theta$ and $c=\cos\theta$, the overlap for scattering from $\mathbf k'$ to $\mathbf k$ is

$$M(\mathbf k,\mathbf k')=a+i\mathbf b\cdot\boldsymbol\sigma,\qquad a=\frac{1+\alpha c}{1+\alpha},\qquad \mathbf b=\frac{\beta\,\hat{\mathbf k}'\times\hat{\mathbf k}}{1+\alpha}. \tag{26}$$

The sign of $\mathbf b$ follows from (21) on exchanging the two wave vectors. Near the band edge $\beta$ is given by (25), with $F$ the spin-orbit factor.

### The kinetic equation

The electrons at $\mathbf k$ are described by a $2\times2$ density matrix $\rho_{\mathbf k}$. Scatterers are dilute and randomly placed, so interference between different scatterers averages out, and each is treated in the Born approximation. Let $W(\theta)$ be the golden-rule scattering rate without the overlap factor, including the density of final states, and let $\langle\dots\rangle'$ denote the average over directions of $\mathbf k'$ at fixed energy.

A spinor arriving from $\mathbf k'$ is multiplied by $M(\mathbf k,\mathbf k')$, so the gain is $M\rho_{\mathbf k'}M^\dagger$. The loss must remove what is gained elsewhere. A spinor at $\mathbf k$ decays with the matrix $\tfrac12\Gamma$, where $\Gamma=\langle W\,M(\mathbf k',\mathbf k)^\dagger M(\mathbf k',\mathbf k)\rangle'$, and this gives

$$\frac{d\rho_{\mathbf k}}{dt}=\left\langle W\,M(\mathbf k,\mathbf k')\,\rho_{\mathbf k'}\,M(\mathbf k,\mathbf k')^\dagger\right\rangle'-\frac12\left(\Gamma\rho_{\mathbf k}+\rho_{\mathbf k}\Gamma\right). \tag{27}$$

The scatterers also shift the energy. Averaged over the positions of the scatterers, this shift respects inversion and time reversal, which together keep the two states at each $\mathbf k$ degenerate. It is therefore proportional to the unit matrix in spin space and does not turn the spin.

Write $\rho_{\mathbf k}=\tfrac12(f_{\mathbf k}+\mathbf s_{\mathbf k}\cdot\boldsymbol\sigma)$. The gain of the spin part follows from two identities of the Pauli matrices,

$$[\mathbf b\cdot\boldsymbol\sigma,\mathbf s\cdot\boldsymbol\sigma]=2i(\mathbf b\times\mathbf s)\cdot\boldsymbol\sigma,\qquad (\mathbf b\cdot\boldsymbol\sigma)(\mathbf s\cdot\boldsymbol\sigma)(\mathbf b\cdot\boldsymbol\sigma)=2(\mathbf b\cdot\mathbf s)\,\mathbf b\cdot\boldsymbol\sigma-b^2\,\mathbf s\cdot\boldsymbol\sigma. \tag{28}$$

Multiplying out $(a+i\mathbf b\cdot\boldsymbol\sigma)(\mathbf s\cdot\boldsymbol\sigma)(a-i\mathbf b\cdot\boldsymbol\sigma)$, the terms linear in $\mathbf b$ form $ia$ times the commutator, which is $-2a(\mathbf b\times\mathbf s)\cdot\boldsymbol\sigma$. For the unit matrix, $MM^\dagger=M^\dagger M=a^2+b^2$. The two parts of (27) therefore separate:

$$\frac{df_{\mathbf k}}{dt}=\left\langle W(a^2+b^2)(f_{\mathbf k'}-f_{\mathbf k})\right\rangle', \tag{29}$$

$$\frac{d\mathbf s_{\mathbf k}}{dt}=\left\langle W\left[(a^2-b^2)\mathbf s_{\mathbf k'}-2a\,\mathbf b\times\mathbf s_{\mathbf k'}+2\mathbf b(\mathbf b\cdot\mathbf s_{\mathbf k'})-(a^2+b^2)\mathbf s_{\mathbf k}\right]\right\rangle'. \tag{30}$$

The overlap of the spin-mixed band states has given the scattering amplitude, and from it separate kinetic equations for the occupation and the spin. It remains to derive the spin relaxation rate from them, compare it with momentum relaxation, and find when this mechanism dominates over spin precession.
